# Flat-Band Capacitance of a Metal-Oxide-Semiconductor Capacitor

## A sheet of charge behind two dielectrics

Consider a metal gate, an oxide of thickness $t_{ox}$ and permittivity $\varepsilon_{ox}$, and a semiconductor body of permittivity $\varepsilon_s$. Suppose that a small charge per area $+\sigma$ placed on the gate is answered by a thin sheet $-\sigma$ at depth $d$ inside the body. The field is $\sigma/\varepsilon_{ox}$ in the oxide, $\sigma/\varepsilon_s$ between the interface and the sheet, and zero beyond the sheet. The voltage is the sum of field times thickness,

$$
\delta V=\sigma\left(\frac{t_{ox}}{\varepsilon_{ox}}+\frac{d}{\varepsilon_s}\right),
$$

so the capacitance per area, $C=\sigma/\delta V$, obeys

$$
\frac1C=\frac{t_{ox}}{\varepsilon_{ox}}+\frac{d}{\varepsilon_s}.
$$

These are two plate capacitors in series. In a real body the answering charge is spread over depth, and its distribution must be found from Poisson's equation. At flat band the result has the same form, with $d$ replaced by the Debye length $L_D$:

$$
\boxed{\;C_{FB}=\left(\frac1{C_{ox}}+\frac1{C_D}\right)^{-1}
=\frac{\varepsilon_{ox}}{t_{ox}+(\varepsilon_{ox}/\varepsilon_s)L_D}\;}
$$

$$
C_{ox}=\frac{\varepsilon_{ox}}{t_{ox}},\qquad
C_D=\frac{\varepsilon_s}{L_D},\qquad
L_D=\sqrt{\frac{\varepsilon_s V_t}{qN_A}},\qquad V_t=\frac{kT}{q}.
$$

Here $q>0$ is the elementary charge and $N_A$ the acceptor density of a p-type body. All capacitances are per unit area; a measured capacitance must be divided by the gate area before it is compared with them.

## Poisson's equation and its linear form

Let $x$ point into the body, with the oxide interface at $x=0$. The potential $\psi(x)$ is measured from the neutral bulk, so $\psi\to0$ at large depth, and $\psi_s=\psi(0)$ is the band bending expressed as a voltage. Flat band means $\psi=0$ throughout the body.

The doping is uniform and fully ionised, and the carriers obey Boltzmann statistics. A positive potential repels holes and attracts electrons:

$$
p=p_0e^{-\psi/V_t},\qquad n=n_0e^{\psi/V_t},
$$

where $p_0$ and $n_0$ are the bulk densities. The ionised dopants contribute a constant charge density, which must cancel $q(p_0-n_0)$ because the bulk is neutral. The total charge density is therefore

$$
\rho=q\left[p_0\left(e^{-\psi/V_t}-1\right)-n_0\left(e^{\psi/V_t}-1\right)\right],
$$

and Poisson's equation is $\psi''=-\rho/\varepsilon_s$.

For $|\psi|\ll V_t$ the exponentials give $e^{\mp\psi/V_t}-1=\mp\psi/V_t+O(\psi^2)$. Both carrier terms then have the same sign:

$$
\rho=-\frac{q(p_0+n_0)}{V_t}\psi+O(\psi^2).
$$

Holes leave and electrons arrive where $\psi$ is positive, and both changes make the charge more negative. To first order,

$$
\psi''=\frac{\psi}{L^2},\qquad
L^2=\frac{\varepsilon_sV_t}{q(p_0+n_0)}.
$$

In a p-type body with $n_0\ll p_0\simeq N_A$, $L$ becomes $L_D$. The minority electrons may be too slow to follow the measuring signal. Their term then drops out of the response, which changes nothing visible when $n_0/p_0$ is tiny. The majority holes must still follow. If the two densities are equal and both carriers respond, the sum doubles and $L$ is shorter by $\sqrt2$ than for one carrier alone; that case was also tested against the nonlinear equation.

## The Debye capacitance

The general solution of the linear equation is $\psi=Ae^{-x/L_D}+Be^{x/L_D}$. A thick body requires $B=0$, since the potential must vanish at depth, and the surface value fixes $A=\psi_s$:

$$
\psi(x)=\psi_se^{-x/L_D}.
$$

The charge per area in the body follows by integrating $\rho=-\varepsilon_s\psi''$:

$$
Q_s=\int_0^\infty\rho\,dx
=-\varepsilon_s\left[\psi'(\infty)-\psi'(0)\right]
=\varepsilon_s\psi'(0).
$$

Since $\psi'(0)=-\psi_s/L_D$,

$$
Q_s=-\frac{\varepsilon_s}{L_D}\psi_s,\qquad
C_D=-\left.\frac{dQ_s}{d\psi_s}\right|_{\psi_s=0}=\frac{\varepsilon_s}{L_D}.
$$

The minus sign in the definition makes the capacitance positive: raising the surface potential makes the body charge more negative.

The link with the opening model is the mean depth of the charge. Integration by parts gives

$$
\int_0^\infty x\psi''\,dx=\left[x\psi'\right]_0^\infty-\int_0^\infty\psi'\,dx=\psi_s,
$$

because the boundary term vanishes. Replacing $\psi''$ by $-\rho/\varepsilon_s$ shows that $\psi_s=-\varepsilon_s^{-1}\int x\rho\,dx=-Q_s\bar x/\varepsilon_s$, where $\bar x$ is the centroid of the charge. For $\rho\propto e^{-x/L_D}$,

$$
\bar x=\frac{\int_0^\infty xe^{-x/L_D}dx}{\int_0^\infty e^{-x/L_D}dx}
=\frac{L_D^2}{L_D}=L_D.
$$

The distributed charge therefore produces the same surface potential as a sheet at depth $L_D$.

Linearisation does not make $C_{FB}$ approximate within this model. The neglected terms in $Q_s(\psi_s)$ start at $\psi_s^2$, and their derivative vanishes at $\psi_s=0$. They matter as soon as the formula is used away from flat band.

## Why the capacitances add in series

Let $Q_G$ be the gate charge and $Q_f$ a fixed charge at the oxide interface, both per area. The oxide itself contains no charge. Overall neutrality requires

$$
Q_G+Q_f+Q_s=0.
$$

The oxide field is $Q_G/\varepsilon_{ox}$, so the oxide voltage is $Q_G/C_{ox}$. Let $\varphi_{ms}$ be the gate-to-body work-function difference, expressed as the gate voltage that gives flat bands when $Q_f=0$. The voltage balance is then

$$
V_G=\varphi_{ms}+\psi_s+\frac{Q_G}{C_{ox}}
=\varphi_{ms}+\psi_s-\frac{Q_s+Q_f}{C_{ox}}.
$$

At flat band $\psi_s=Q_s=0$, which gives

$$
V_{FB}=\varphi_{ms}-\frac{Q_f}{C_{ox}}.
$$

For the capacitance, differentiate the balance with respect to $Q_G$. Both $\varphi_{ms}$ and $Q_f$ are constants. Neutrality gives $dQ_s=-dQ_G$, and the definition of $C_D$ gives $d\psi_s=-dQ_s/C_D=dQ_G/C_D$. Hence

$$
\frac1{C_{FB}}=\frac{dV_G}{dQ_G}=\frac1{C_{ox}}+\frac1{C_D}.
$$

The series rule holds because the same charge increment appears across both elements while their voltage increments add. The total charges need not be equal: with fixed charge present, the gate carries $-Q_f$ at flat band while the body carries none. Fixed charge moves the curve along the voltage axis and leaves $C_{FB}$ unchanged.

Traps that respond to the signal break the assumption $dQ_f=0$. If their charge changes by $-C_{it}\,d\psi_s$, neutrality becomes $dQ_G=(C_D+C_{it})\,d\psi_s$, and $C_D+C_{it}$ must replace $C_D$. The formula above assumes that no traps respond. Traps too slow for the signal may still follow the gate sweep. They leave $C_{FB}$ unchanged but stretch the curve along the voltage axis, and their charge at flat band is counted in $Q_f$. The slope and the doping error derived below assume that such traps are negligible too.

## Limits and a finite body

Multiplying $L_D$ by $\varepsilon_{ox}/\varepsilon_s$ gives the oxide thickness with the same capacitance as the Debye layer. If $t_{ox}$ is much larger than this length, $C_{FB}\to C_{ox}$; if it is much smaller, $C_{FB}\to C_D$. Since $L_D\propto N_A^{-1/2}$ at fixed temperature, heavier doping brings $C_{FB}$ closer to $C_{ox}$, as long as Boltzmann statistics and full ionisation remain valid. The model is also classical. In a real body the hole wave functions vanish at the oxide barrier, which empties a layer of effective width $\delta=\tfrac{\sqrt\pi}{2}\hbar/\sqrt{2mkT}$, about 1.5 to 2 nm at 300 K for hole masses $m$ of 0.5 to 0.3 electron masses. The formula needs $L_D\gg\delta$. At zero body charge the body capacitance is lower than $C_D$ by a fraction of roughly $2\delta/(3L_D)$ while that fraction is small: 2 to 3 % at $10^{16}\ \mathrm{cm^{-3}}$, close to 10 % at $10^{17}$ and about 20 % at $10^{18}$. For the worked example below this lowers the total capacitance by 1.4 to 1.8 % and moves the voltage read from a real curve by about $-4$ to $-5$ mV, comparable to the effect of a 10 % doping error.

The depletion approximation cannot supply this result. It assumes that all holes have left a layer of width $w$, so that $\psi_s=qN_Aw^2/(2\varepsilon_s)$ and the body capacitance is $\varepsilon_s/w$. As $\psi_s\to0$, $w\to0$ and this capacitance diverges, which would give $C_{FB}=C_{ox}$. The assumption fails there: a potential much smaller than $V_t$ changes the hole density only slightly.

For a body of finite depth $W$ with a back contact that holds $\psi(W)=0$, the linear solution is

$$
\psi(x)=\psi_s\frac{\sinh[(W-x)/L_D]}{\sinh(W/L_D)}.
$$

It has the required values at both ends. Its surface slope is $\psi'(0)=-(\psi_s/L_D)\coth(W/L_D)$. The charge facing the gate is fixed by the field at the interface, so it is still $\varepsilon_s\psi'(0)$; it now includes the charge on the back contact. The body capacitance becomes

$$
C_s=C_D\coth\frac{W}{L_D}.
$$

For large $W/L_D$, $\coth(W/L_D)-1\simeq2e^{-2W/L_D}$. At $W=3L_D$ the body capacitance is about 0.5 % above $C_D$. A body several Debye lengths deep therefore counts as thick for this purpose.

## The slope at flat band

An error in the calculated $C_{FB}$ shifts the voltage read from a measured curve. To find by how much, one needs to know how fast the capacitance varies at flat band. This requires the next order in $\psi_s$. For a thick p-type body, drop $n_0$ and multiply Poisson's equation by $2\psi'$:

$$
\frac{d}{dx}(\psi')^2
=-\frac{2qN_A}{\varepsilon_s}\left(e^{-\psi/V_t}-1\right)\psi'.
$$

Integrate from the bulk, where $\psi=\psi'=0$, to the surface:

$$
[\psi'(0)]^2=-\frac{2qN_A}{\varepsilon_s}
\int_0^{\psi_s}\left(e^{-s/V_t}-1\right)ds
=\frac{2qN_AV_t}{\varepsilon_s}\left(e^{-u}+u-1\right),
$$

with $u=\psi_s/V_t$. Multiplying by $\varepsilon_s^2$ gives $Q_s^2$, and $qN_A=\varepsilon_sV_t/L_D^2$ gives

$$
Q_s^2=2C_D^2V_t^2\left(e^{-u}+u-1\right).
$$

This holds while the minority density at the surface, $n_0e^u$, is negligible compared with $N_A$; it does not cover inversion. Now $e^{-u}+u-1=u^2/2-u^3/6+O(u^4)$. The charge has the opposite sign to $u$, so the root is

$$
Q_s=-C_DV_t\,u\sqrt{1-\frac u3+O(u^2)}
=-C_DV_t\left[u-\frac{u^2}{6}+O(u^3)\right].
$$

Differentiation with respect to $\psi_s=V_tu$ yields

$$
C_s(\psi_s)=-\frac{dQ_s}{d\psi_s}
=C_D\left[1-\frac{\psi_s}{3V_t}+O(\psi_s^2)\right].
$$

The first term confirms the linear result. The second sets its range: to keep $C_s$ within 1 % of $C_D$, $|\psi_s|$ must stay below about $0.03V_t$.

Away from flat band the capacitance obeys $1/C=1/C_{ox}+1/C_s(\psi_s)$. Differentiating with respect to $V_G$ gives

$$
\frac{dC}{dV_G}=\frac{C^2}{C_s^2}\frac{dC_s}{d\psi_s}\frac{d\psi_s}{dV_G}.
$$

Since $dQ_G=C\,dV_G=C_s\,d\psi_s$, the last factor is $C/C_s$. At flat band $dC_s/d\psi_s=-C_D/(3V_t)$, and therefore

$$
\left.\frac{dC}{dV_G}\right|_{FB}
=-\frac{C_{FB}^3}{3C_D^2V_t}.
$$

The negative sign belongs to a p-type body: a more positive gate drives holes away. In an n-type body $N_D$ replaces $N_A$, and exchanging carriers is equivalent to reversing $\psi$. The value of $C_{FB}$ has the same form, but the slope is positive.

## Reading the voltage, and the effect of a doping error

The flat-band voltage can be read from a measured curve in the following steps.

1. Obtain $C_{ox}$ and $N_A$ independently, and use the actual temperature.
2. Calculate $L_D$, $C_D$ and $C_{FB}$ in consistent units.
3. Divide the measured capacitance by the gate area and find the voltage where it equals $C_{FB}$. This is $V_{FB}$. If minority carriers follow the signal, the curve rises again in inversion and may cross $C_{FB}$ a second time; the crossing on the accumulation side is the right one.
4. If $\varphi_{ms}$ is known, calculate $Q_f=C_{ox}(\varphi_{ms}-V_{FB})$.

Suppose $C_{ox}$ is correct but the assumed doping has a small relative error $\delta\ln N_A$. Because $C_D\propto N_A^{1/2}$, $\delta C_D=\tfrac12C_D\,\delta\ln N_A$. Differentiating the series rule gives

$$
\delta C_{FB}=\frac{C_{FB}^2}{C_D^2}\,\delta C_D
=\frac{C_{FB}^2}{2C_D}\,\delta\ln N_A.
$$

The device and its measured curve have not changed; only the target capacitance has. Dividing by the slope converts this into a voltage error:

$$
\delta V=\frac{C_{FB}^2}{2C_D}
\left(-\frac{3C_D^2V_t}{C_{FB}^3}\right)\delta\ln N_A
=-\frac32\frac{C_D}{C_{FB}}V_t\,\delta\ln N_A.
$$

With $C_D/C_{FB}=1+C_D/C_{ox}$, the voltage error grows with oxide thickness. The error in the inferred fixed charge, $\delta Q_f=-C_{ox}\,\delta V=\tfrac32(C_{ox}+C_D)V_t\,\delta\ln N_A$, falls with it. A thick oxide makes $C_{FB}$ less sensitive to doping, but it flattens the curve even more.

## Worked example

The parameters are round model values: relative permittivities 12 for the body and 4 for the oxide, $N_A=10^{16}\ \mathrm{cm^{-3}}$, $t_{ox}=10$ nm and $T=300$ K. The intrinsic density is $10^{10}\ \mathrm{cm^{-3}}$, which gives $n_0=10^4\ \mathrm{cm^{-3}}$ and $n_0/N_A=10^{-12}$. Neglecting the minority term is well justified.

The thermal voltage is 25.852 mV and the Debye length is 41.41 nm. The two capacitances are $C_{ox}=354.17$ and $C_D=256.61\ \mathrm{nF/cm^2}$, so

$$
C_{FB}=\frac{354.17\times256.61}{354.17+256.61}
=148.80\ \mathrm{nF/cm^2}.
$$

In farads per square metre this is $1.488\times10^{-3}$. The Debye layer is equivalent to $(4/12)\times41.41=13.80$ nm of oxide, more than the real oxide thickness. Accordingly $C_{FB}/C_{ox}=10/(10+13.80)=0.42$, and 58 % of a small gate-voltage change falls across the body.

For a 2 nm oxide the ratio $C_{FB}/C_{ox}$ drops to 0.127; for 100 nm it rises to 0.879. Treating $C_{FB}$ as equal to $C_{ox}$ would be a poor approximation in the first case and would still overestimate it by about 14 % in the second.

A numerical solution of the nonlinear Poisson equation, with the gate charge differentiated directly, gives the same $C_{FB}$ to a relative difference of $2.7\times10^{-6}$. This measures agreement within the model, not the accuracy of the model for a real device. Tests with other dopings and oxide thicknesses, and with n-type doping, also agreed.

If the body is only 50 nm deep and has the back contact described above, $\coth(W/L_D)=1.1962$. The body capacitance rises by that factor and the total becomes $164.44\ \mathrm{nF/cm^2}$, which is 10.5 % above the thick-body value.

Let $\varphi_{ms}=-0.900$ V and let the interface hold $10^{11}$ positive elementary charges per $\mathrm{cm^2}$. The formula gives $V_{FB}=-0.94524$ V, a shift of $-45.24$ mV due to the fixed charge. Finding the point $C=C_{FB}$ on the simulated nonlinear curve returns the same voltage to the printed digits, and from it the fixed charge is recovered to about one part in $10^5$. A measured curve would add its own errors.

The slope at flat band is

$$
-\frac{148.80^3}{3\times256.61^2\times25.852}
=-0.645\ \mathrm{nF/cm^2\ per\ mV},
$$

in agreement with the nonlinear curve. Over 50 mV this straight line predicts a change of $32.3\ \mathrm{nF/cm^2}$. The curve actually rises by 32.8 on the negative side and falls by 30.0 on the positive side. At $+100$ mV the predicted fall is 64.5 but the actual fall is 53.2, so the line overestimates the change by about 21 %. The slope is suited to small corrections, not to reconstructing the curve.

Finally, let the assumed doping be 10 % too high. The target capacitance becomes $152.93\ \mathrm{nF/cm^2}$, and the voltage error is

$$
\delta V\simeq-\frac32\times\frac{256.61}{148.80}
\times25.852\ \mathrm{mV}\times\ln1.1=-6.37\ \mathrm{mV}.
$$

Reading the nonlinear curve gives $-6.36$ mV. If $\varphi_{ms}$ is held at its given value, the inferred fixed charge is too high by $6.36/45.24$, or 14 %. The error is this large because the fixed charge here shifts the curve by only 45 mV. With ten times as much fixed charge, the same voltage error would change the result by only 1.4 %. The full set of values is in the numerical output below.

## Computed results

```
temperature: 300 K
thermal voltage: 25.852 mV
relative permittivity, body: 12
relative permittivity, oxide: 4
acceptor density: 1.0e+16 cm^-3
intrinsic density: 1.0e+10 cm^-3
bulk electron density: 1.0e+04 cm^-3
oxide thickness: 10.0 nm
work-function difference: -0.900 V
fixed charge density: 1.00e+11 cm^-2
Debye length: 41.41 nm
oxide-equivalent of Debye length: 13.80 nm
oxide capacitance: 354.17 nF/cm^2
Debye capacitance: 256.61 nF/cm^2
flat-band capacitance, formula: 148.799 nF/cm^2
flat-band capacitance, nonlinear: 148.799 nF/cm^2
relative difference of these two: 2.7e-06
C_FB/C_ox: 0.4201
share of gate-voltage change in body: 0.5799
C_FB, 2 nm oxide: 224.13 nF/cm^2
C_FB/C_ox, 2 nm oxide: 0.1266
C_FB, 100 nm oxide: 31.12 nF/cm^2
C_FB/C_ox, 100 nm oxide: 0.8787
thin body depth: 50 nm
thin-body factor coth(W/L_D): 1.1962
thin-body flat-band capacitance: 164.44 nF/cm^2
flat-band voltage, formula: -0.94524 V
flat-band voltage, read from curve: -0.94524 V
fixed charge density, recovered: 9.9999e+10 cm^-2
slope at flat band, formula: -0.6451 nF/cm^2 per mV
slope at flat band, nonlinear: -0.6451 nF/cm^2 per mV
C at V_FB -100 mV: 211.97 nF/cm^2
C at V_FB -50 mV: 181.55 nF/cm^2
C at V_FB +50 mV: 118.83 nF/cm^2
C at V_FB +100 mV: 95.57 nF/cm^2
C_FB for doping 10 % too high: 152.925 nF/cm^2
resulting voltage error, formula: -6.37 mV
resulting voltage error, nonlinear: -6.36 mV
```
